**Giant magnetoresistance from incoherent spin channels**

Two magnetic layers with majority and minority resistances r₊ and r₋, and spin-independent series resistance r_N per channel, have GMR = (R_AP − R_P)/R_P = δ²/(S² − δ²), where δ = r₋ − r₊ and S = r₊ + r₋ + r_N. The program asserts that a flux-balance calculation without phases agrees with this formula, and that phase-averaged coherent transmission through two scatterers gives the same channel transmissions. In the example the dephased GMR is 26.04 %, while the coherent value ranges from 13.75 % to 43.59 % over the scanned phases; twenty dephased layers give 84.01 %. A Kirchhoff ladder with spin flips is asserted to agree with the closed spin-diffusion formula. For a 100 nm spacer, shortening the spin-diffusion length from 10000 nm to 10 nm reduces the GMR from 5.625 % to about 0.0005 %. For current in the plane, a phase-free Boltzmann model is asserted to approach the series formula for thin layers and zero for thick ones.

## Check in Python

```python
"""Giant magnetoresistance (GMR) without phase coherence.

Result under test: spin channels made of incoherent series resistors give
  R_AP - R_P = delta^2 / (2 S),  GMR = delta^2 / (S^2 - delta^2),
with delta = r_minus - r_plus and S = r_plus + r_minus + r_spacer.
r_plus, r_minus: majority and minority resistance of one magnetic layer.
r_spacer: spin-independent series resistance in each spin channel.
P, AP: parallel and antiparallel magnetizations; GMR = (R_AP-R_P)/R_P.
Spin flips in a spacer of thickness d and spin-diffusion length ell reduce
the difference. In-plane transport is tested with a phase-free Boltzmann model.
"""
import numpy as np
from scipy.constants import h, e


def series_gmr(r_plus, r_minus, r_spacer):
    total = r_plus + r_minus + r_spacer
    delta = r_minus - r_plus
    return delta**2 / (total**2 - delta**2)


def chain_output(transmit, reflect, propagation=1.0):
    """Solve wave or flux balance; unit input from left, none from right."""
    count = len(transmit)
    size = 2 * (count + 1)
    matrix = np.eye(size, dtype=complex)
    source = np.zeros(size, dtype=complex)
    source[0] = 1.0
    # Even index: right mover leaving a scatterer; odd: left mover leaving it.
    # The propagation factor acts only on interior segments.
    for i in range(count):
        p_left = propagation if i > 0 else 1.0
        p_right = propagation if i < count - 1 else 1.0
        right_in, left_out = 2 * i, 2 * i + 1
        right_out, left_in = 2 * (i + 1), 2 * (i + 1) + 1
        matrix[right_out, right_in] -= transmit[i] * p_left
        matrix[right_out, left_in] -= reflect[i] * p_right
        matrix[left_out, right_in] -= reflect[i] * p_left
        matrix[left_out, left_in] -= transmit[i] * p_right
    return np.linalg.solve(matrix, source)[2 * count]


def incoherent_transmission(probabilities):
    prob = np.asarray(probabilities)
    return chain_output(prob, 1 - prob).real


def coherent_transmission(probabilities, phase):
    prob = np.asarray(probabilities)
    amplitude = chain_output(np.sqrt(prob), 1j * np.sqrt(1 - prob),
                             np.exp(1j * phase))
    return abs(amplitude)**2


# Two scatterers: probabilities versus phase-averaged amplitudes
t_plus, t_minus, modes = 0.8, 0.4, 1000
a_plus, a_minus = (1 - t_plus) / t_plus, (1 - t_minus) / t_minus
pairs = {"up": [t_plus, t_plus], "down": [t_minus, t_minus],
         "mixed": [t_plus, t_minus]}
phases = np.arange(400) * np.pi / 400
dephased, coherent = {}, {}
for name, pair in pairs.items():
    dephased[name] = incoherent_transmission(pair)
    coherent[name] = np.array([coherent_transmission(pair, p) for p in phases])
    resistor_sum = 1 + sum((1 - t) / t for t in pair)
    assert abs(1 / dephased[name] - resistor_sum) < 1e-11
    assert abs(coherent[name].mean() - dephased[name]) < 1e-11
g_p = dephased["up"] + dephased["down"]
g_ap = 2 * dephased["mixed"]
gmr_two = g_p / g_ap - 1
assert abs(gmr_two - series_gmr(a_plus, a_minus, 1.0)) < 1e-11
coherent_gmr = ((coherent["up"] + coherent["down"])
                / (2 * coherent["mixed"]) - 1)
assert 0 < coherent_gmr.min() < gmr_two < coherent_gmr.max()
mode_resistance = h / e**2 / modes

print("Two scatterers, no phase memory")
print(f"T majority, minority: {t_plus:.2f}, {t_minus:.2f}")
print(f"(1-T)/T majority, minority: {a_plus:.3f}, {a_minus:.3f}")
print(f"Modes per spin: {modes}")
print(f"h/(e^2 modes): {mode_resistance:.4f} ohm")
for name in pairs:
    print(f"Dephased T, {name} channel: {dephased[name]:.5f}")
print(f"Sum of T over spins, P: {g_p:.5f}")
print(f"Sum of T over spins, AP: {g_ap:.5f}")
print(f"R_P: {mode_resistance / g_p:.3f} ohm")
print(f"R_AP: {mode_resistance / g_ap:.3f} ohm")
print(f"Dephased GMR: {100 * gmr_two:.2f} %")
print(f"Coherent GMR, smallest: {100 * coherent_gmr.min():.2f} %")
print(f"Coherent GMR, largest: {100 * coherent_gmr.max():.2f} %")

# Twenty scatterers, with two different antiparallel orderings
layers = 20
many_p = (incoherent_transmission([t_plus] * layers)
          + incoherent_transmission([t_minus] * layers))
alternating = [t_plus, t_minus] * (layers // 2)
blocked = [t_plus] * (layers // 2) + [t_minus] * (layers // 2)
many_ap = (incoherent_transmission(alternating)
           + incoherent_transmission(alternating[::-1]))
many_blocked = (incoherent_transmission(blocked)
                + incoherent_transmission(blocked[::-1]))
half_sum = 1 + layers * (a_plus + a_minus) / 2
half_difference = layers * (a_minus - a_plus) / 2
many_formula = half_difference**2 / (half_sum**2 - half_difference**2)
gmr_many = many_p / many_ap - 1
assert abs(many_ap - many_blocked) < 1e-11
assert abs(gmr_many - many_formula) < 1e-10
print(f"Dephased GMR, {layers} layers: {100 * gmr_many:.2f} %")


# Spin diffusion: Kirchhoff ladder versus closed formula
def ladder_resistance(first, second, r_length, thickness, ell, slices=400):
    size = 2 * (slices + 1)
    matrix, source = np.zeros((size, size)), np.zeros(size)
    step = thickness / slices

    def connect(i, j, conductance):
        matrix[i, i] += conductance
        matrix[j, j] += conductance
        matrix[i, j] -= conductance
        matrix[j, i] -= conductance

    for i in range(slices):
        for spin in range(2):
            connect(2 * i + spin, 2 * i + 2 + spin, 1 / (r_length * step))
    flip_per_length = 1 / (2 * r_length * ell**2)
    for i in range(slices + 1):
        width = step / 2 if i in (0, slices) else step
        connect(2 * i, 2 * i + 1, flip_per_length * width)
    for spin in range(2):
        matrix[spin, spin] += 1 / first[spin]
        source[spin] += 1 / first[spin]
        last = 2 * slices + spin
        matrix[last, last] += 1 / second[spin]
    voltage = np.linalg.solve(matrix, source)
    current = sum((1 - voltage[s]) / first[s] for s in range(2))
    return 1 / current


def diffusive_resistances(r_plus, r_minus, r_length, thickness, ell):
    total, delta = r_plus + r_minus, r_minus - r_plus
    z, half = r_length * ell, thickness / (2 * ell)
    base = (r_length * thickness + total) / 2
    r_p = base - delta**2 / (2 * (total + 2 * z * np.tanh(half)))
    r_ap = base - delta**2 / (2 * (total + 2 * z / np.tanh(half)))
    return r_p, r_ap


def diffusive_difference(r_plus, r_minus, r_length, thickness, ell):
    total, delta = r_plus + r_minus, r_minus - r_plus
    z, x = r_length * ell, thickness / ell
    return 2 * z * delta**2 / ((total**2 + 4 * z**2) * np.sinh(x)
                               + 4 * total * z * np.cosh(x))


r_plus, r_minus, r_length = 0.5, 2.0, 0.04
print("Spin diffusion; resistance times area in fohm m^2")
print(f"r_plus, r_minus: {r_plus:.2f}, {r_minus:.2f} fohm m^2")
print(f"Spacer per spin: {r_length:.3f} fohm m^2 per nm")
differences = {}
for thickness, ell in [(5, 100), (100, 10000), (100, 100), (100, 10)]:
    ladder_p = ladder_resistance((r_plus, r_minus), (r_plus, r_minus),
                                 r_length, thickness, ell)
    ladder_ap = ladder_resistance((r_plus, r_minus), (r_minus, r_plus),
                                  r_length, thickness, ell)
    formula_p, formula_ap = diffusive_resistances(
        r_plus, r_minus, r_length, thickness, ell)
    difference = diffusive_difference(
        r_plus, r_minus, r_length, thickness, ell)
    # The finite slice width limits agreement at short spin-diffusion length.
    assert abs(ladder_p / formula_p - 1) < 1e-3
    assert abs(ladder_ap / formula_ap - 1) < 1e-3
    assert abs((ladder_ap - ladder_p) / difference - 1) < 2e-3
    differences[thickness, ell] = difference
    print(f"d={thickness} nm, ell={ell} nm:")
    print(f"  R_P={formula_p:.5f}, dR={difference:.4e} fohm m^2")
    print(f"  GMR={100 * difference / formula_p:.4g} %")
assert differences[100, 10000] > differences[100, 100] > differences[100, 10]
for thickness in (5, 100):
    no_flip_p = ladder_resistance((r_plus, r_minus), (r_plus, r_minus),
                                  r_length, thickness, 1e6)
    no_flip_ap = ladder_resistance((r_plus, r_minus), (r_minus, r_plus),
                                   r_length, thickness, 1e6)
    no_flip_gmr = no_flip_ap / no_flip_p - 1
    expected = series_gmr(r_plus, r_minus, r_length * thickness)
    assert abs(no_flip_gmr - expected) < 1e-5
    print(f"No-flip GMR, d={thickness} nm: {100 * expected:.3f} %")


# Current in plane: periodic phase-free Boltzmann equation
def cell_average(mu, paths, thickness):
    """Periodic mean of g, where mu dg/dz + g/path = 1."""
    gain, offset = 1.0, 0.0
    for path in paths:
        decay = np.exp(-thickness / (mu * path))
        gain, offset = gain * decay, offset * decay + path * (1 - decay)
    value, integral = offset / (1 - gain), 0.0
    for path in paths:
        decay = np.exp(-thickness / (mu * path))
        integral += path * thickness + (value - path) * mu * path * (1 - decay)
        value = path + (value - path) * decay
    return integral / (thickness * len(paths))


def finite_difference_average(mu, paths, thickness, steps=2000):
    width = thickness / steps
    local_paths = np.repeat(paths, steps)
    gain, offset = 1.0, 0.0
    for path in local_paths:
        denominator = mu / width + 0.5 / path
        factor = (mu / width - 0.5 / path) / denominator
        gain, offset = gain * factor, offset * factor + 1 / denominator
    value, integral = offset / (1 - gain), 0.0
    for path in local_paths:
        denominator = mu / width + 0.5 / path
        new = (value * (mu / width - 0.5 / path) + 1) / denominator
        integral += width * (value + new) / 2
        value = new
    return integral / (thickness * len(paths))


nodes, weights = np.polynomial.legendre.leggauss(400)
mu_grid, mu_weights = (nodes + 1) / 2, weights / 2


def in_plane_conductivity(paths, thickness):
    mean = cell_average(mu_grid, paths, thickness)
    return np.sum(mu_weights * 1.5 * (1 - mu_grid**2) * mean)


path_plus, path_minus, path_spacer = 10.0, 2.0, 10.0
up_cell = [path_plus, path_spacer, path_plus, path_spacer]
down_cell = [path_minus, path_spacer, path_minus, path_spacer]
mixed_cell = [path_plus, path_spacer, path_minus, path_spacer]


def in_plane_gmr(thickness):
    parallel = (in_plane_conductivity(up_cell, thickness)
                + in_plane_conductivity(down_cell, thickness))
    antiparallel = 2 * in_plane_conductivity(mixed_cell, thickness)
    return parallel / antiparallel - 1


for cell in (down_cell, mixed_cell):
    direct = finite_difference_average(0.6, cell, 5.0)
    assert abs(direct / cell_average(0.6, cell, 5.0) - 1) < 1e-5
thin_limit = series_gmr(1 / path_plus, 1 / path_minus, 2 / path_spacer)
# Grazing trajectories leave a small correction at finite layer thickness.
assert abs(in_plane_gmr(0.001) - thin_limit) < 2e-3
assert abs(in_plane_gmr(1000.0)) < 1e-10
print("Current in plane, periodic F/N/F/N stack")
print(f"Mean free paths, majority, minority: "
      f"{path_plus:.1f}, {path_minus:.1f} nm")
print(f"Spacer mean free path: {path_spacer:.1f} nm")
print(f"Thin-layer limit of GMR: {100 * thin_limit:.2f} %")
in_plane_values = []
for thickness in (1.0, 10.0, 50.0):
    value = in_plane_gmr(thickness)
    in_plane_values.append(value)
    print(f"GMR, each layer {thickness:.0f} nm: {100 * value:.4g} %")
assert thin_limit > in_plane_values[0] > in_plane_values[1]
assert in_plane_values[1] > in_plane_values[2] > 0

print("all assertions hold")
```

It prints:

```
Two scatterers, no phase memory
T majority, minority: 0.80, 0.40
(1-T)/T majority, minority: 0.250, 1.500
Modes per spin: 1000
h/(e^2 modes): 25.8128 ohm
Dephased T, up channel: 0.66667
Dephased T, down channel: 0.25000
Dephased T, mixed channel: 0.36364
Sum of T over spins, P: 0.91667
Sum of T over spins, AP: 0.72727
R_P: 28.159 ohm
R_AP: 35.493 ohm
Dephased GMR: 26.04 %
Coherent GMR, smallest: 13.75 %
Coherent GMR, largest: 43.59 %
Dephased GMR, 20 layers: 84.01 %
Spin diffusion; resistance times area in fohm m^2
r_plus, r_minus: 0.50, 2.00 fohm m^2
Spacer per spin: 0.040 fohm m^2 per nm
d=5 nm, ell=100 nm:
  R_P=0.93333, dR=4.1319e-01 fohm m^2
  GMR=44.27 %
d=100 nm, ell=10000 nm:
  R_P=3.07692, dR=1.7307e-01 fohm m^2
  GMR=5.625 %
d=100 nm, ell=100 nm:
  R_P=3.06846, dR=1.2476e-01 fohm m^2
  GMR=4.066 %
d=100 nm, ell=10 nm:
  R_P=2.90908, dR=1.5008e-05 fohm m^2
  GMR=0.0005159 %
No-flip GMR, d=5 nm: 44.643 %
No-flip GMR, d=100 nm: 5.625 %
Current in plane, periodic F/N/F/N stack
Mean free paths, majority, minority: 10.0, 2.0 nm
Spacer mean free path: 10.0 nm
Thin-layer limit of GMR: 33.33 %
GMR, each layer 1 nm: 21.15 %
GMR, each layer 10 nm: 1.197 %
GMR, each layer 50 nm: 0.001048 %
all assertions hold
```
